# Edge-state overlap gap in a finite-width HgTe strip: verification in Python

```python
"""
Finite-width strip of the Bernevig-Hughes-Zhang (BHZ) model, hard walls at |y| = L/2.
Spin-up block: h = -D k^2 + (M - B k^2) sz + A (kx sx - ky sy), ky = -i d/dy.
Result under test (inverted regime M/B > 0, |D| < |B|, real decay constants):
  gap(L) ~ 4|M| (1 - D^2/B^2) (l1 + l2)/(l1 - l2) exp(-l2 L),
  l1,l2 = [kappa +- sqrt(kappa^2 - 4M/B)]/2, kappa = |A|/sqrt(B^2 - D^2),
and the width L at which the gap equals kB*T.
Symbols: A (meV nm), B and D (meV nm^2), M (meV), L (nm), kx (1/nm).
The independent road is a Legendre-Galerkin diagonalization of h.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, qr, solve_triangular
from scipy.optimize import brentq, minimize_scalar

A, B, D, M = 364.5, -686.0, -512.0, -10.0     # rough values, 7 nm HgTe well
TEMPERATURE = 1.0                              # K
SPIN_MIXING = 1.6                              # meV, rough bulk inversion asymmetry
PERMITTIVITY = 20.0                            # rough relative permittivity
kT = const.k * TEMPERATURE / const.e * 1e3     # meV

SX = np.array([[0.0, 1.0], [1.0, 0.0]])
SZ = np.diag([1.0, -1.0])
ISY = np.array([[0.0, 1.0], [-1.0, 0.0]])      # i times sigma_y


# ---------- independent road: diagonalization in polynomials that vanish at walls
def make_basis(n):
    """Orthonormal functions on [-1, 1], zero at both ends, with matrix elements."""
    x, w = leggauss(2 * ((n + 6) // 2))
    p = legvander(x, n + 1)
    f = p[:, :n] - p[:, 2:n + 2]
    df = -(2 * np.arange(n) + 3) * p[:, 1:n + 1]
    root_w = np.sqrt(w)[:, None]
    q, r = qr(root_w * f, mode="economic")
    dq = solve_triangular(r, (root_w * df).T, trans="T").T
    kinetic = dq.T @ dq
    slope = q.T @ dq
    slope = (slope - slope.T) / 2
    return {"n": n, "x": x, "q": q, "kinetic": kinetic, "slope": slope}


BASIS = make_basis(80)
SMALL_BASIS = make_basis(64)


def strip_matrix(width, kx=0.0, mass=M, basis=BASIS):
    one = np.eye(basis["n"])
    k_squared = basis["kinetic"] * (2 / width) ** 2 + kx ** 2 * one
    return (-D * np.kron(np.eye(2), k_squared)
            + np.kron(SZ, mass * one - B * k_squared)
            + A * kx * np.kron(SX, one)
            + A * np.kron(ISY, basis["slope"] * (2 / width)))


def middle_levels(matrix):
    half = matrix.shape[0] // 2
    return eigh(matrix, eigvals_only=True, subset_by_index=[half - 1, half])


def numeric_gap(width, **options):
    low, high = middle_levels(strip_matrix(width, **options))
    return high - low


# ---------- derived formulas
def decay_constants(mass=M, d=D):
    kappa = abs(A) / np.sqrt(B ** 2 - d ** 2)
    root = np.sqrt(kappa ** 2 - 4 * mass / B)
    return (kappa + root) / 2, (kappa - root) / 2


def gap_prefactor(mass=M, d=D):
    l1, l2 = decay_constants(mass, d)
    return 4 * abs(mass) * (1 - d ** 2 / B ** 2) * (l1 + l2) / (l1 - l2)


def formula_gap(width):
    return gap_prefactor() * np.exp(-decay_constants()[1] * width)


def formula_width(gap, mass=M, d=D):
    return np.log(gap_prefactor(mass, d) / gap) / decay_constants(mass, d)[1]


E0 = -D * M / B
velocity = abs(A) * np.sqrt(1 - D ** 2 / B ** 2)   # hbar * edge speed, meV nm


def secular(energy, width, parity):
    product = B ** 2 - D ** 2
    f = (A ** 2 - 2 * (B * M + D * energy)) / (2 * product)
    c = (M ** 2 - energy ** 2) / product
    l1_sq = f + np.sqrt(f ** 2 - c)
    l1, l2 = np.sqrt(l1_sq), np.sqrt(c / l1_sq)
    g1 = (M - energy + (B + D) * l1_sq) / l1
    g2 = (M - energy + (B + D) * l2 ** 2) / l2
    t1, t2 = np.tanh(l1 * width / 2), np.tanh(l2 * width / 2)
    return g1 * t1 - g2 * t2 if parity == "even" else g1 * t2 - g2 * t1


def secular_levels(width):
    even = brentq(secular, E0, 0.999999 * abs(M), args=(width, "even"), xtol=1e-13)
    odd = brentq(secular, -0.9 * abs(M), E0, args=(width, "odd"), xtol=1e-13)
    return odd, even


def secular_gap(width):
    odd, even = secular_levels(width)
    return even - odd


# ---------- gap against width: three roads
l1, l2 = decay_constants()
table = []
for width in (150.0, 200.0, 250.0, 300.0, 400.0):
    row = (width, numeric_gap(width), secular_gap(width), formula_gap(width))
    assert abs(row[1] / row[2] - 1) < 1e-4
    table.append(row)
formula_errors = [abs(row[3] / row[1] - 1) for row in table]
assert all(b < a for a, b in zip(formula_errors, formula_errors[1:]))
assert formula_errors[3] < 1e-2 and formula_errors[4] < 1e-3
numeric_decay = np.log(table[3][1] / table[4][1]) / 100.0
assert abs(numeric_decay / l2 - 1) < 5e-3

# ---------- required widths
width_star = brentq(lambda s: secular_gap(s) - kT, 150, 450, xtol=1e-9)
width_closed = formula_width(kT)
width_ten = brentq(lambda s: secular_gap(s) - 10 * kT, 120, 450, xtol=1e-9)
gap_star = numeric_gap(width_star)
basis_shift = gap_star - numeric_gap(width_star, basis=SMALL_BASIS)
assert abs(gap_star / kT - 1) < 1e-4
assert abs(width_closed - width_star) < 0.5
assert abs(basis_shift) < 1e-3 * kT

# ---------- non-inverted control: no edge pair inside the bulk gap
control_gap = numeric_gap(width_star, mass=-M)
assert control_gap > 2 * abs(M)

# ---------- single-edge dispersion, seen in a wide strip
k_test = 0.01
wide_levels = middle_levels(strip_matrix(500.0, kx=k_test))
assert np.allclose(wide_levels, [E0 - velocity * k_test, E0 + velocity * k_test],
                   rtol=0, atol=0.01)

# ---------- sums of the two strip states live on one edge and move one way
n = BASIS["n"]
levels, states = eigh(strip_matrix(width_star), subset_by_index=[n - 1, n + 1])
next_subband = levels[2] - levels[1]


def upper_half_weight(state):
    density = (BASIS["q"] @ state[:n]) ** 2 + (BASIS["q"] @ state[n:]) ** 2
    return density[BASIS["x"] > 0].sum()


pair = [(states[:, 0] + s * states[:, 1]) / np.sqrt(2) for s in (1, -1)]
pair.sort(key=upper_half_weight)
edge_weight = upper_half_weight(pair[1])
edge_speeds = [2 * A * (state[:n] @ state[n:]) for state in pair]
assert edge_weight > 0.98 and upper_half_weight(pair[0]) < 0.02
assert np.allclose(edge_speeds, [-velocity, velocity], rtol=1e-2)

# ---------- smallest gap over all kx lies at kx = 0; avoided crossing near it
k_grid = np.concatenate([np.linspace(0, 1e-3, 11), np.linspace(0.002, 0.3, 30)])
bands = np.array([middle_levels(strip_matrix(width_star, kx=k)) for k in k_grid])
assert np.argmax(bands[:, 0]) == 0 and np.argmin(bands[:, 1]) == 0
k_cross = kT / (2 * velocity)
assert abs(numeric_gap(width_star, kx=k_cross) / (np.sqrt(2) * kT) - 1) < 1e-2

# ---------- thermal window left outside the gap when gap = kB*T
inside = quad(lambda u: 1 / (4 * np.cosh(u / 2) ** 2), -0.5, 0.5)[0]
outside = 2 / (np.exp(0.5) + 1)
assert abs(1 - inside - outside) < 1e-10


# ---------- neglected spin mixing: both spin blocks in one matrix
def mixed_levels(width, kx, mixing=SPIN_MIXING):
    basis = SMALL_BASIS
    up = strip_matrix(width, kx=kx, basis=basis)
    down = strip_matrix(width, kx=-kx, basis=basis)
    coupling = -mixing * np.kron(ISY, np.eye(basis["n"]))
    return middle_levels(np.block([[up, coupling], [coupling.T, down]]))


def mixed_gap(width):
    """Lowest upper level minus highest lower level over kx, and the kx of the former."""
    unit = formula_gap(width) / velocity
    top = minimize_scalar(lambda s: mixed_levels(width, s * unit)[1],
                          bounds=(0, 1.5), method="bounded", options={"xatol": 1e-3})
    bottom = minimize_scalar(lambda s: -mixed_levels(width, s * unit)[0],
                             bounds=(0, 1.5), method="bounded", options={"xatol": 1e-3})
    return top.fun + bottom.fun, top.x * unit


mixed_zero = np.diff(mixed_levels(width_star, 0.0))[0]
mixed_star, mixed_k = mixed_gap(width_star)
assert abs(mixed_zero / kT - 1) < 0.05
assert mixed_star < mixed_zero
width_mixed = brentq(lambda s: mixed_gap(s)[0] - kT, 200, width_star, xtol=0.02)

# ---------- other neglected effects at the example's own width
coulomb = const.e / (4 * np.pi * const.epsilon_0 * PERMITTIVITY
                     * width_star * 1e-9) * 1e3
length_decay = 2 * velocity / kT * 1e-3

print(f"A = {A:.1f} meV nm")
print(f"B = {B:.1f} meV nm^2")
print(f"D = {D:.1f} meV nm^2")
print(f"M = {M:.1f} meV")
print(f"temperature = {TEMPERATURE:.1f} K")
print(f"thermal energy kB*T = {kT:.5f} meV")
print(f"edge crossing energy E0 = {E0:.3f} meV")
print(f"edge velocity times hbar = {velocity:.2f} meV nm")
print(f"edge speed = {velocity*1e-12*const.e/const.hbar:.3e} m/s")
print(f"kappa = {l1 + l2:.5f} 1/nm")
print(f"lambda1 = {l1:.5f} 1/nm, decay length = {1/l1:.3f} nm")
print(f"lambda2 = {l2:.6f} 1/nm, decay length = {1/l2:.2f} nm")
print(f"gap prefactor = {gap_prefactor():.3f} meV")
print("width (nm) | gap, diagonalized | secular | formula (meV)")
for row in table:
    print(f"{row[0]:.0f} | {row[1]:.5f} | {row[2]:.5f} | {row[3]:.5f}")
print(f"decay constant from gaps at 300 and 400 nm = {numeric_decay:.6f} 1/nm")
print(f"width for gap = kB*T, secular equation = {width_star:.2f} nm")
print(f"width for gap = kB*T, closed formula = {width_closed:.2f} nm")
print(f"width for gap = 10 kB*T, secular = {width_ten:.2f} nm")
print("The lines below use the secular width for gap = kB*T")
print(f"lower and upper edge level = {levels[0]:.4f}, {levels[1]:.4f} meV")
print(f"gap shift, 64 to 80 basis functions = {basis_shift:.1e} meV")
print(f"gap of non-inverted control (M = +10 meV) = {control_gap:.3f} meV")
print(f"weight of edge combination in its half = {edge_weight:.4f}")
print(f"next level above edge pair at kx=0 = {next_subband:.3f} meV higher")
print(f"thermal window outside gap = {outside:.4f} (fraction)")
print(f"spin mixing assumed = {SPIN_MIXING:.1f} meV")
print(f"gap at kx=0 with spin mixing = {mixed_zero:.5f} meV")
print(f"smallest gap with spin mixing = {mixed_star:.5f} meV")
print(f"kx of that minimum = {mixed_k:.2e} 1/nm")
print(f"width for gap = kB*T with spin mixing = {width_mixed:.1f} nm")
print(f"closed-formula width for M = -9 meV = {formula_width(kT, mass=-9.0):.1f} nm")
print(f"closed-formula width for M = -11 meV = {formula_width(kT, mass=-11.0):.1f} nm")
print(f"closed-formula width for D = 0 = {formula_width(kT, d=0.0):.1f} nm")
print(f"gap if strip is 10 nm narrower = {secular_gap(width_star-10):.5f} meV")
print(f"gap if strip is 10 nm wider = {secular_gap(width_star+10):.5f} meV")
print(f"midgap amplitude decay length along strip = {length_decay:.2f} um")
print(f"relative permittivity assumed = {PERMITTIVITY:.0f}")
print(f"Coulomb energy scale across strip = {coulomb:.3f} meV")
print("all tests passed")
```

It prints:

```
A = 364.5 meV nm
B = -686.0 meV nm^2
D = -512.0 meV nm^2
M = -10.0 meV
temperature = 1.0 K
thermal energy kB*T = 0.08617 meV
edge crossing energy E0 = 7.464 meV
edge velocity times hbar = 242.59 meV nm
edge speed = 3.686e+05 m/s
kappa = 0.79835 1/nm
lambda1 = 0.77966 1/nm, decay length = 1.283 nm
lambda2 = 0.018697 1/nm, decay length = 53.48 nm
gap prefactor = 18.589 meV
width (nm) | gap, diagonalized | secular | formula (meV)
150 | 1.20726 | 1.20726 | 1.12524
200 | 0.45084 | 0.45084 | 0.44182
250 | 0.17438 | 0.17438 | 0.17348
300 | 0.06820 | 0.06820 | 0.06811
400 | 0.01050 | 0.01050 | 0.01050
decay constant from gaps at 300 and 400 nm = 0.018709 1/nm
width for gap = kB*T, secular equation = 287.52 nm
width for gap = kB*T, closed formula = 287.42 nm
width for gap = 10 kB*T, secular = 166.78 nm
The lines below use the secular width for gap = kB*T
lower and upper edge level = 7.4219, 7.5080 meV
gap shift, 64 to 80 basis functions = -5.3e-12 meV
gap of non-inverted control (M = +10 meV) = 21.298 meV
weight of edge combination in its half = 0.9958
next level above edge pair at kx=0 = 3.901 meV higher
thermal window outside gap = 0.7551 (fraction)
spin mixing assumed = 1.6 meV
gap at kx=0 with spin mixing = 0.08674 meV
smallest gap with spin mixing = 0.04113 meV
kx of that minimum = 1.64e-04 1/nm
width for gap = kB*T with spin mixing = 259.2 nm
closed-formula width for M = -9 meV = 313.6 nm
closed-formula width for M = -11 meV = 265.5 nm
closed-formula width for D = 0 = 215.6 nm
gap if strip is 10 nm narrower = 0.10395 meV
gap if strip is 10 nm wider = 0.07145 meV
midgap amplitude decay length along strip = 5.63 um
relative permittivity assumed = 20
Coulomb energy scale across strip = 0.250 meV
all tests passed
```
